# Spin statistics of electron capture by a spin-one-half defect: verification in Python

```python
"""
Result under test: an uncorrelated, unpolarized pair (defect spin 1/2, electron
spin 1/2) is a singlet with probability 1/4, so singlet-only capture has
C = C_S/4.  C_S: coefficient for pairs arriving in a normalized singlet.
For polarization vectors p_d, p_e the probability is (1 - p_d.p_e)/4.
Spin operators are in units of hbar; tensor order is defect, electron.
The example uses rough values for a neutral dangling-bond-type defect in silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

# ---------- spin algebra from the Pauli matrices ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one = np.eye(2)
s_defect = [np.kron(m, one) / 2 for m in pauli]
s_electron = [np.kron(one, m) / 2 for m in pauli]
total_squared = sum((a + b) @ (a + b) for a, b in zip(s_defect, s_electron))
s2_values, s2_vectors = np.linalg.eigh(total_squared)
assert np.allclose(s2_values, [0, 2, 2, 2])
singlet = s2_vectors[:, 0]
project_singlet = np.outer(singlet, singlet.conj())
dot_product = sum(a @ b for a, b in zip(s_defect, s_electron))
assert np.allclose(project_singlet, np.eye(4) / 4 - dot_product)


def singlet_probability(rho):
    return np.trace(project_singlet @ rho).real


# Average over independent pure spin directions of both partners
nodes, weights = np.polynomial.legendre.leggauss(4)
directions = []
for u, w in zip(nodes, weights):
    for phi in 2 * np.pi * np.arange(8) / 8:
        spinor = np.array([np.sqrt((1 + u) / 2),
                           np.sqrt((1 - u) / 2) * np.exp(1j * phi)])
        directions.append((w / 16, spinor))
p_unpolarized = sum(wd * we * abs(np.vdot(singlet, np.kron(d, e)))**2
                    for wd, d in directions for we, e in directions)
assert abs(p_unpolarized - 0.25) < 1e-12
product_weights = np.abs(singlet)**2      # up-up, up-down, down-up, down-down
assert np.allclose(product_weights, [0, 0.5, 0.5, 0])


def spin_density(p):
    return (one + np.einsum('i,ijk->jk', p, pauli)) / 2


rng = np.random.default_rng(4)
for _ in range(20):
    p_d, p_e = rng.uniform(-0.55, 0.55, (2, 3))
    value = singlet_probability(np.kron(spin_density(p_d), spin_density(p_e)))
    assert abs(value - (1 - p_d @ p_e) / 4) < 1e-12
p_one_polarized = singlet_probability(
    np.kron(one / 2, spin_density(np.array([0, 0, 1.0]))))
assert abs(p_one_polarized - 0.25) < 1e-12

# ---------- capture amplitudes with antisymmetric two-electron states ----------
# Modes: defect up, defect down, band up, band down
lower, sign = np.array([[0, 1], [0, 0]]), np.diag([1, -1])


def annihilator(mode):
    result = np.eye(1)
    for j in range(4):
        factor = sign if j < mode else lower if j == mode else one
        result = np.kron(result, factor)
    return result


ann = [annihilator(j) for j in range(4)]
create = [a.T for a in ann]
vacuum = np.zeros(16)
vacuum[0] = 1
coupling = create[0] @ ann[2] + create[1] @ ann[3]     # M = 1, spin conserving
closed_shell = create[0] @ create[1] @ vacuum
amplitudes = np.array([closed_shell @ coupling @ create[d] @ create[2 + e] @ vacuum
                       for d in (0, 1) for e in (0, 1)])
rate_singlet = abs(amplitudes @ singlet)**2
rate_opposite = abs(amplitudes[1])**2
rate_average = np.mean(np.abs(amplitudes)**2)
rate_triplets = np.abs(amplitudes @ s2_vectors[:, 1:])**2
assert np.allclose(rate_triplets, 0)
assert abs(rate_singlet - 2) < 1e-12 and abs(rate_opposite - 1) < 1e-12
assert abs(rate_average / rate_singlet - p_unpolarized) < 1e-12

# ---------- survivors of an encounter are correlated ----------
eta = 0.5
survive = np.eye(4) - (1 - np.sqrt(1 - eta)) * project_singlet
rho_after = survive @ (np.eye(4) / 4) @ survive.conj().T
rho_after /= np.trace(rho_after)
p_survivor = singlet_probability(rho_after)
assert abs(p_survivor - (1 - eta) / (4 - eta)) < 1e-12
defect_after = np.einsum('ajbj->ab', rho_after.reshape(2, 2, 2, 2))
assert np.allclose(defect_after, one / 2)
p_fresh = singlet_probability(np.kron(defect_after, one / 2))
assert abs(p_fresh - 0.25) < 1e-12

# ---------- silicon example; lengths in cm unless named otherwise ----------
T = 300.0
C_S = 4e-8                 # cm3/s
N = 1e16                   # cm^-3, neutral defects
n0 = 1e14                  # cm^-3, excess electrons
C = p_unpolarized * C_S
tau = 1 / (C * N)
tau_no_factor = 1 / (C_S * N)

# Spin-resolved kinetics, densities in units of N and time in units of tau
k_opposite = C_S * rate_opposite / rate_singlet * N * tau


def kinetics(t, y):
    e_up, e_down, d_up, d_down = y
    a, b = k_opposite * e_up * d_down, k_opposite * e_down * d_up
    return [-a, -b, -b, -a]


def remaining(fraction):
    start = [fraction / 2, fraction / 2, 0.5, 0.5]
    run = solve_ivp(kinetics, (0, 1), start, rtol=1e-10, atol=1e-16)
    return (run.y[0, -1] + run.y[1, -1]) / fraction


left_dilute, left_example = remaining(1e-6), remaining(n0 / N)
assert abs(left_dilute - np.exp(-1)) < 2e-6
filling_error = left_example / np.exp(-1) - 1
assert 0 < filling_error < 0.01

# Thermal speed: conductivity mass against the full anisotropic average
m_long, m_trans = 0.98, 0.19             # rough silicon masses / electron mass
kT = sc.k * T
m_cond = 3 / (1 / m_long + 2 / m_trans)
speed = 100 * np.sqrt(8 * kT / (np.pi * m_cond * sc.m_e))
angular = quad(lambda u: np.sqrt(u**2 / m_long + (1 - u**2) / m_trans), 0, 1)[0]
speed_aniso = 100 * np.sqrt(8 * kT / (np.pi * sc.m_e)) * angular
gauss = rng.normal(size=(400000, 3)) * np.sqrt(
    kT / sc.m_e / np.array([m_long, m_trans, m_trans]))
# sampling error of this mean is about 0.1 percent
assert abs(100 * np.linalg.norm(gauss, axis=1).mean() / speed_aniso - 1) < 0.006
sigma = C / speed

# Re-emission from detailed balance
depth = 0.30                             # eV below the conduction band
m_dos = (m_long * m_trans**2)**(1 / 3) * sc.m_e
N_c = 6 * 2 * (2 * np.pi * m_dos * kT / sc.h**2)**1.5 * 1e-6
dos_integral = quad(lambda x: np.sqrt(x) * np.exp(-x), 0, 60)[0]
N_c_direct = 6 / (2 * np.pi**2) * (2 * m_dos * kT / sc.hbar**2)**1.5 \
    * dos_integral * 1e-6
assert abs(N_c_direct / N_c - 1) < 1e-6
emission = 2 * C * N_c * np.exp(-depth * sc.e / kT)
mu = -0.35                               # eV, test chemical potential
n_test = N_c_direct * np.exp(mu * sc.e / kT)
neutral_weight = sum(1.0 for spin in ('up', 'down'))
negative_weight = np.exp((mu + depth) * sc.e / kT)
assert abs(C * n_test * neutral_weight / (emission * negative_weight) - 1) < 1e-6
emission_ratio = emission / (C * N)

# Weak triplet capture
triplet_ratio = 0.01
rate_operator = C_S * (project_singlet
                       + triplet_ratio * (np.eye(4) - project_singlet))
C_with_triplet = np.trace(rate_operator).real / 4
assert abs(C_with_triplet / (C_S * (1 + 3 * triplet_ratio) / 4) - 1) < 1e-12

# Magnetic polarization, g = 2 for both spins
mu_B = sc.physical_constants['Bohr magneton'][0]
field = 1.0


def polarization(temperature):
    x = 2 * mu_B * field / (sc.k * temperature)
    p = np.tanh(x / 2)
    thermal = expm(-x * (s_defect[2] + s_electron[2]))
    thermal /= np.trace(thermal)
    assert abs(singlet_probability(thermal) - (1 - p**2) / 4) < 1e-12
    return p


p_warm, p_cold = polarization(T), polarization(4.0)

# Repeated encounters: diffusion to a contact radius
radius = 1e-7                            # cm
mobility = 1000.0                        # cm2/Vs
diffusion = mobility * kT / sc.e
C_diff = 4 * np.pi * diffusion * radius
resistance = quad(lambda x: 1 / (4 * np.pi * diffusion * radius * x**2),
                  1, np.inf)[0]
assert abs(resistance * C_diff - 1) < 1e-8
k_contact = 1 / (1 / C_S - resistance)
C_memory_lost = 1 / (4 / k_contact + resistance)
repeat_error = C_memory_lost / C - 1
assert abs(repeat_error / (0.75 * C_S / C_diff) - 1) < 0.01
mean_free_path = speed * mobility * 1e-4 * m_cond * sc.m_e / sc.e   # cm

# Precession in a rough hyperfine field during one transit
hyperfine = 0.010                        # T
transit = 2 * radius / speed
angle = 2 * mu_B * hyperfine / sc.hbar * transit

print(f"Singlet probability, both unpolarized: {p_unpolarized:.6f}")
print(f"Singlet probability, only defect unpolarized: {p_one_polarized:.6f}")
print("Singlet weights uu, ud, du, dd:", np.round(product_weights, 6))
print(f"Squared amplitude, singlet: {rate_singlet:.4f} |M|^2")
print(f"Squared amplitude, opposite spins: {rate_opposite:.4f} |M|^2")
print(f"Squared amplitude, largest triplet: {rate_triplets.max():.4f} |M|^2")
print(f"Squared amplitude, spin average: {rate_average:.4f} |M|^2")
print(f"Singlet capture probability in survivor test: {eta:.2f}")
print(f"Singlet fraction of surviving pairs: {p_survivor:.4f}")
print(f"Singlet fraction with a fresh electron: {p_fresh:.4f}")
print(f"Temperature: {T:.0f} K")
print(f"Input C_S: {C_S:.2e} cm3/s")
print(f"Input neutral defect density: {N:.2e} cm^-3")
print(f"Input excess electron density: {n0:.2e} cm^-3")
print(f"Capture coefficient C: {C:.3e} cm3/s")
print(f"Opposite-spin coefficient: {C_S*rate_opposite/rate_singlet:.3e} cm3/s")
print(f"Lifetime: {tau*1e9:.3f} ns")
print(f"Lifetime if spin factor is forgotten: {tau_no_factor*1e9:.3f} ns")
print(f"Masses, longitudinal and transverse: {m_long}, {m_trans} m_e")
print(f"Conductivity mass: {m_cond:.4f} m_e")
print(f"Thermal speed, conductivity mass: {speed:.3e} cm/s")
print(f"Capture cross-section: {sigma:.3e} cm2")
print(f"Anisotropic change of thermal speed: {100*(speed_aniso/speed-1):.2f} %")
print(f"Electrons left after one lifetime, dilute: {left_dilute:.5f}")
print(f"Electrons left after one lifetime, example: {left_example:.5f}")
print(f"Excess left because defects fill: {100*filling_error:.3f} %")
print(f"Level depth: {depth:.2f} eV")
print(f"Band density of states N_c: {N_c:.3e} cm^-3")
print(f"Emission rate: {emission:.3e} 1/s")
print(f"Capture rate C N: {C*N:.3e} 1/s")
print(f"Emission rate / capture rate: {100*emission_ratio:.2f} %")
print(f"Degeneracy measure n/N_c: {n0/N_c:.2e}")
print(f"Assumed C_T/C_S: {100*triplet_ratio:.1f} %")
print(f"Increase of C by triplet capture: {100*(C_with_triplet/C-1):.2f} %")
print(f"Magnetic field: {field:.1f} T")
print(f"Polarization at 300 K: {p_warm:.5f}")
print(f"Decrease of P_S at 300 K: {100*p_warm**2:.5f} %")
print(f"Polarization at 4 K: {p_cold:.4f}")
print(f"Decrease of P_S at 4 K: {100*p_cold**2:.2f} %")
print(f"Contact radius: {radius*1e7:.1f} nm")
print(f"Mobility: {mobility:.0f} cm2/Vs")
print(f"Diffusion constant: {diffusion:.2f} cm2/s")
print(f"Diffusion-limited coefficient: {C_diff:.3e} cm3/s")
print(f"Mean free path estimate: {mean_free_path*1e7:.1f} nm")
print(f"Increase of C by repeat encounters: {100*repeat_error:.3f} %")
print(f"Hyperfine field: {hyperfine*1e3:.1f} mT")
print(f"Transit time: {transit*1e15:.2f} fs")
print(f"Precession angle in one transit: {angle:.2e} rad")
print("all tests passed")
```

Output:

```
Singlet probability, both unpolarized: 0.250000
Singlet probability, only defect unpolarized: 0.250000
Singlet weights uu, ud, du, dd: [0.  0.5 0.5 0. ]
Squared amplitude, singlet: 2.0000 |M|^2
Squared amplitude, opposite spins: 1.0000 |M|^2
Squared amplitude, largest triplet: 0.0000 |M|^2
Squared amplitude, spin average: 0.5000 |M|^2
Singlet capture probability in survivor test: 0.50
Singlet fraction of surviving pairs: 0.1429
Singlet fraction with a fresh electron: 0.2500
Temperature: 300 K
Input C_S: 4.00e-08 cm3/s
Input neutral defect density: 1.00e+16 cm^-3
Input excess electron density: 1.00e+14 cm^-3
Capture coefficient C: 1.000e-08 cm3/s
Opposite-spin coefficient: 2.000e-08 cm3/s
Lifetime: 10.000 ns
Lifetime if spin factor is forgotten: 2.500 ns
Masses, longitudinal and transverse: 0.98, 0.19 m_e
Conductivity mass: 0.2598 m_e
Thermal speed, conductivity mass: 2.111e+07 cm/s
Capture cross-section: 4.737e-16 cm2
Anisotropic change of thermal speed: -1.65 %
Electrons left after one lifetime, dilute: 0.36788
Electrons left after one lifetime, example: 0.36923
Excess left because defects fill: 0.368 %
Level depth: 0.30 eV
Band density of states N_c: 2.832e+19 cm^-3
Emission rate: 5.168e+06 1/s
Capture rate C N: 1.000e+08 1/s
Emission rate / capture rate: 5.17 %
Degeneracy measure n/N_c: 3.53e-06
Assumed C_T/C_S: 1.0 %
Increase of C by triplet capture: 3.00 %
Magnetic field: 1.0 T
Polarization at 300 K: 0.00224
Decrease of P_S at 300 K: 0.00050 %
Polarization at 4 K: 0.1664
Decrease of P_S at 4 K: 2.77 %
Contact radius: 1.0 nm
Mobility: 1000 cm2/Vs
Diffusion constant: 25.85 cm2/s
Diffusion-limited coefficient: 3.249e-05 cm3/s
Mean free path estimate: 31.2 nm
Increase of C by repeat encounters: 0.092 %
Hyperfine field: 10.0 mT
Transit time: 9.47 fs
Precession angle in one transit: 1.67e-05 rad
all tests passed
```
